# Kinetic Energy in Continuous Finite Elements: Why the Elementwise Laplacian Fails

Take a hat function $\varphi$: it equals 1 at one node of a uniform mesh, falls linearly to 0 at the two neighbouring nodes, a distance $h$ away, and is 0 beyond. Its shape is fixed, so $\varphi(x)=f(x/h)$ with a dimensionless function $f$. In Rydberg units the kinetic operator is $-d^2/dx^2$, with lengths in bohr and energies in Ry. Two derivatives contribute $1/h^2$ and the integration contributes $h$, so the diagonal kinetic matrix element must have the form

$$T(\varphi,\varphi)=\frac{C}{h},$$

where $C$ is a pure number. Kinetic energy is positive for any function that vanishes at its ends and is not zero throughout, so $C>0$. Since $\varphi$ has no dimension, the matrix element is quoted in Ry bohr; dividing by $\int\varphi^2dx$ would give an energy.

## The belief and its appeal

A finite-element function is a polynomial inside each element. It therefore seems that its kinetic matrix elements can be found by differentiating each polynomial twice, multiplying by the other function, integrating over the element and adding up:

$$L(u,v)=-\sum_e\int_e u\,v''\,dx .$$

The nodes, where $v''$ does not exist, are isolated points, and isolated points do not contribute to the integral of a bounded function.

For the hat this recipe fails at once. Each piece is linear, so $v''=0$ in every element and $L(\varphi,\varphi)=0$. That means $C=0$, against the requirement $C>0$. The weak point is the word "bounded". The slope of $\varphi$ jumps at a node, and the derivative of a jump is not a bounded function with one undefined value. It is a delta function, which has a finite integral.

## What the matrix element means

Let $u$ and $v$ be real, continuous and piecewise polynomial, and let both vanish at the ends of the mesh and beyond. To give $-\int u\,v''dx$ a meaning without assuming that $v''$ exists, replace the second derivative by the second difference

$$D_dv(x)=\frac{v(x+d)-2v(x)+v(x-d)}{d^2},$$

which is defined for any function, and let $d\to0$ after integrating. Split the numerator into two first differences:

$$\int u\,D_dv\,dx=\frac1{d^2}\int u(x)[v(x+d)-v(x)]\,dx-\frac1{d^2}\int u(x)[v(x)-v(x-d)]\,dx .$$

In the last integral, rename $x$ as $x+d$. It becomes $\int u(x+d)[v(x+d)-v(x)]dx$, so

$$-\int u\,D_dv\,dx=\int\frac{u(x+d)-u(x)}{d}\;\frac{v(x+d)-v(x)}{d}\,dx .$$

As $d\to0$ the two quotients tend to $u'$ and $v'$ except at the nodes. Because $u$ and $v$ are continuous with bounded slopes, the quotients stay bounded, and here isolated points really can be ignored. The limit is the weak form:

$$T(u,v)=\int u'v'\,dx .$$

For the hat the slopes are $\pm1/h$ over a total length $2h$, so $T(\varphi,\varphi)=2h/h^2=2/h$ and $C=2$.

## The missing terms

To compare $T$ with $L$, integrate by parts inside one element, from $x_i$ to $x_{i+1}$, where $v$ is smooth:

$$\int_{x_i}^{x_{i+1}}u'v'\,dx=\big[u\,v'\big]_{x_i^+}^{x_{i+1}^-}-\int_{x_i}^{x_{i+1}}u\,v''\,dx .$$

Now add all elements. An interior node $x_i$ appears twice: as the right end of one element, giving $+u(x_i)v'(x_i^-)$, and as the left end of the next, giving $-u(x_i)v'(x_i^+)$. The outer ends give nothing because $u=0$ there. With the slope jump $[v']_i=v'(x_i^+)-v'(x_i^-)$,

$$T(u,v)=L(u,v)-\sum_i u(x_i)\,[v']_i .$$

The elementwise recipe drops the last sum. Equivalently, the second derivative of $v$ is its elementwise part plus $\sum_i[v']_i\,\delta(x-x_i)$, where this sum also includes the two end nodes; their terms drop out of $T$ because $u=0$ there.

For the hat, the slope changes from $+1/h$ to $-1/h$ at the centre, so the jump is $-2/h$. The jumps at the outer nodes are multiplied by $\varphi=0$. Hence $T(\varphi,\varphi)=0-(1)(-2/h)=2/h$, as before. The whole kinetic energy of the hat sits in the term that was dropped. With $h=0.5$ bohr it is 4 Ry bohr, while the elementwise value is 0.

On a nonuniform mesh the same slopes give $T_{ii}=1/h_{\rm left}+1/h_{\rm right}$ for a hat with itself, and $T_{i,i+1}=-1/h$ for neighbouring hats that share an element of length $h$.

## Watching the delta function form

Near a node placed at $x=0$, the kinked part of $v$ is $J\max(x,0)$, where $J$ is the slope jump. Its second difference is

$$J\,\tau_d(x),\qquad \tau_d(x)=\frac{d-|x|}{d^2}\ \text{ for }|x|<d,\quad 0\text{ otherwise}.$$

This triangle has height $1/d$, base $2d$ and area 1. As $d$ shrinks it grows taller at fixed area, which is how a delta function forms.

The hat has jumps $1/h,\,-2/h,\,1/h$ at its three nodes. For $d\le h$ the overlaps of the hat with the triangles are

$$\int\varphi(x)\,\tau_d(x)\,dx=1-\frac2{hd^2}\int_0^d y(d-y)\,dy=1-\frac{d}{3h}$$

at the centre and, at each outer node,

$$\frac1{hd^2}\int_0^d y(d-y)\,dy=\frac{d}{6h}.$$

Therefore

$$-\int\varphi\,D_d\varphi\,dx=\frac2h\Big(1-\frac d{3h}\Big)-\frac2h\,\frac d{6h}=\frac2h-\frac d{h^2}.$$

For $h=0.5$ bohr this gives 3.6, 3.96 and 3.996 Ry bohr at $d=0.1$, 0.01 and 0.001 bohr. The values approach 4, not 0.

The square behaves differently. Since $\int\tau_d^2dx=2/(3d)$, and the triangles do not overlap when $2d\le h$,

$$\int(D_d\varphi)^2dx=\frac{1+4+1}{h^2}\,\frac{2}{3d}=\frac{4}{h^2d},$$

which diverges as $d\to0$. A continuous function with kinks has a finite kinetic energy, but the kinetic operator acting on it does not give a square-integrable function. Such functions can be used for energies. A quantity that needs the norm of $-v''$, such as the energy variance, has no finite value for them when the potential is smooth.

## Higher degree does not repair the recipe

With quadratic elements the elementwise Laplacian is no longer zero, and this can make it look sound. Let $s$ run from 0 to 1 across an element, and add to the hats the bubble $b=4s(1-s)$, which vanishes at both ends. Its derivatives are $b'=4(1-2s)/h$ and $b''=-8/h^2$.

Take the element in which the hat rises, $\varphi=s$. The elementwise values are

$$L(\varphi,b)=\frac8{h^2}\cdot\frac h2=\frac4h,\qquad L(b,\varphi)=0,$$

the second because $\varphi''=0$. A kinetic matrix must be symmetric, and this one is not. The true value is zero in both orders: $\varphi'$ is constant in the element, so $\int\varphi'b'dx=\varphi'\,[b(1)-b(0)]=0$. The jump term accounts for the difference. At the node where $\varphi=1$, the slope of $b$ goes from $-4/h$ to 0, a jump of $+4/h$, and $4/h-4/h=0$. For $h=0.5$ bohr this is $8-8=0$ Ry bohr.

The bubble with itself comes out right, $L(b,b)=(8/h^2)(2h/3)=16/(3h)=T(b,b)$, because the left-hand function vanishes at every node and the jumps are multiplied by zero.

Symmetrizing the matrix does not help, since the diagonal value $L(w,w)$ of any real combination $w$ is unchanged by it. Take $w=\varphi-\tfrac38(b_{\rm left}+b_{\rm right})$, with one bubble on each side of the node. Then

$$L(w,w)=-\frac38\cdot2\cdot\frac4h+\frac9{64}\cdot2\cdot\frac{16}{3h}=-\frac3h+\frac3{2h}=-\frac3{2h},$$

a negative kinetic energy. The weak form has no cross terms and gives $T(w,w)=2/h+3/(2h)=7/(2h)$. At $h=0.5$ bohr the two values are $-3$ and $+7$ Ry bohr.

## The effect on an energy level

Consider the model oscillator $H=-d^2/dx^2+x^2$, with the potential in Ry for $x$ in bohr. For a continuous $v$ that vanishes at the ends, $\int2x\,v\,v'dx=\int x\,(v^2)'dx=-\int v^2dx$, so

$$\int\big(v'^2+x^2v^2\big)dx=\int(v'+xv)^2dx+\int v^2dx\ \ge\ \int v^2dx .$$

No such $v$ has an energy below 1 Ry. On the whole line the bound is reached when $v'=-xv$, that is, for the Gaussian $\psi=\pi^{-1/4}e^{-x^2/2}$, so the ground-state energy is 1 Ry; in a finite box, where the Gaussian does not quite vanish at the walls, 1 Ry remains a lower bound. Kinks in $v$ do not disturb this argument, so the weak form with accurate integrals gives upper bounds.

The table shows the lowest eigenvalue, in Ry, in a box from $-8$ to $8$ bohr with functions that vanish at its ends. The integrals were done by Gauss quadrature of sufficient order for these polynomials, and the matrix eigenvalue problem, with its overlap matrix, was solved by diagonalization. The elementwise kinetic matrix was symmetrized.

| $h$ (bohr) | hats, weak | hats, elementwise | quadratics, weak | quadratics, elementwise |
|---|---|---|---|---|
| 0.5 | 1.01556 | 0.02357 | 1.000159 | −51.3 |
| 0.25 | 1.00390 | 0.00589 | 1.000010 | −212.3 |
| 0.125 | 1.00098 | 0.00147 | 1.000001 | −856.2 |

In the weak form, halving $h$ from 0.25 to 0.125 bohr divides the error relative to 1 Ry by 4.0 for hats and by 15.9 for quadratics. This is the behaviour of errors proportional to $h^2$ and $h^4$. The best value corresponds to 13.6057 eV.

With elementwise hats no kinetic energy is left. The eigenvalue is the smallest mean value of $x^2$ that the basis allows. A function a few elements wide around the origin has a mean $x^2$ proportional to $h^2$, so refinement drives the level towards zero. Nothing opposes localization, because the term that should oppose it has been deleted.

With elementwise quadratics and the symmetrized matrix the level collapses. The function $w$ centred at the origin shows why. In each of its two elements, with $s=1$ at the centre, $w=s-\tfrac32s(1-s)$, so

$$\int w^2dx=2h\Big(\frac13-\frac14+\frac{9}{4}\cdot\frac1{30}\Big)=\frac{19h}{60}.$$

Its elementwise kinetic energy per unit norm is $-\frac{3}{2h}\cdot\frac{60}{19h}=-\frac{90}{19h^2}$, and its potential energy is at most $h^2$ because it lives within $|x|\le h$. The lowest eigenvalue of the symmetrized problem cannot lie above the sum of the two, so it falls without limit as $h\to0$. The computed values lie lower still, since the full basis offers better combinations than $w$, and the last halving of $h$ multiplies the level by 4.03. This collapse belongs to the symmetrized matrix. The unsymmetrized matrix obeys no such bound and fails in another way: on the same three meshes some of its eigenvalues are complex, and the lowest real part stays near $-0.2$ Ry instead of 1 Ry.

## Why the error can stay hidden

Suppose the elementwise formula is tried on a smooth state instead of in an eigenvalue calculation. Let $I\psi$ be the quadratic interpolant of $\psi$, which matches it at the ends and midpoint of each element. With $t$ measured from the midpoint, the leading terms of the interpolation error are

$$\psi-I\psi\approx\frac{\psi'''}{6}\Big(t^3-\frac{h^2t}{4}\Big)+\frac{\psi''''}{24}\Big(t^4-\frac{h^2t^2}{4}\Big),$$

since both brackets vanish at $t=0,\pm h/2$. The slope of this error at $t=\pm h/2$ is $\psi'''h^2/12\pm\psi''''h^3/96$, with $\psi'''$ taken at the midpoint. The slope of $\psi$ itself is continuous, so the jump of $(I\psi)'$ is the error slope on the left of the node minus that on the right. The midpoints are $h$ apart, so the $\psi'''$ terms differ by $-h\psi''''$, and

$$[(I\psi)']\approx-\frac{h^3}{12}\psi''''+\frac{h^3}{48}\psi''''=-\frac{h^3}{16}\psi''''.$$

From $L=T+\sum_iu(x_i)[v']_i$, replacing $h\sum_i$ by an integral and integrating by parts twice,

$$L-T\approx-\frac{h^2}{16}\int\psi\,\psi''''dx=-\frac{h^2}{16}\int(\psi'')^2dx .$$

For the Gaussian, $\psi''=(x^2-1)\psi$ and the last integral is $3/4-1+1=3/4$, so the defect is about $-3h^2/64$. At $h=0.125$ bohr this is $-0.00073$ Ry. The computed kinetic energies of the interpolant are 0.49927 Ry elementwise and 0.50000 Ry in the weak form, against the true value of 0.5 Ry.

The elementwise result thus converges for a smooth function prepared in advance, because on a uniform mesh the slope jumps of its quadratic interpolant shrink as $h^3$ while the number of nodes grows only as $1/h$, so the dropped sum vanishes as $h^2$. An eigenvalue calculation with the symmetrized matrix is free to choose the coefficients, and it chooses those with large kinks, for which the formula reports negative energy. With linear interpolation there is no such disguise. The jumps, $[\psi(x_i+h)-2\psi(x_i)+\psi(x_i-h)]/h\approx h\psi''(x_i)$, shrink only as $h$, so the dropped sum does not vanish: it tends to $\int\psi\,\psi''dx=-\int\psi'^2dx$, and the elementwise result is zero at every $h$.

## When the elementwise form is right

The identity also says when the recipe may be used: the sum $\sum_iu(x_i)[v']_i$ must vanish. It does so if $u$ is zero at all nodes, as for a bubble, or if $v$ has a continuous slope. An example of the second case is the cubic Hermite function $(1-|s|)^2(1+2|s|)$, with $s=x/h$ and $|s|\le1$. Its slope is zero at the centre and at both ends, so it has no jumps, and both forms give

$$\frac2h\int_0^1 36\,s^2(1-s)^2ds=\frac{12}{5h},$$

or 4.8 Ry bohr at $h=0.5$ bohr.

In two or three dimensions the divergence theorem takes the place of integration by parts, and the missing terms sit on the faces between elements:

$$\int\nabla u\cdot\nabla v=-\sum_e\int_eu\,\nabla^2v-\sum_{\rm faces}\int u\,[\partial_nv]\,dS .$$

As before, $u$ vanishes on the outer boundary, so only interior faces appear. Here $[\partial_nv]$ is the normal derivative on the side that the normal points to, minus that on the other side. For elements that are merely continuous, one must either integrate the product of gradients or keep these jump terms. The product of gradients is simpler: it needs one derivative of each function, and it is symmetric and nonnegative by its form.
